# Starting the marginal cold-ion sheath from a small nonzero potential

## Definitions and conventions

A plasma fills the space in front of a plane wall. The coordinate $x$ increases towards the wall, and the electrostatic potential $\phi$ is zero far inside the plasma and negative near the wall. The electrons have temperature $T_e$, and the ions are positive and singly charged with mass $M_i$. At the sheath edge both densities equal $n_s$. The units are

$$
\chi=-\frac{e\phi}{kT_e},\qquad \xi=\frac{x}{\lambda_D},\qquad
\lambda_D=\sqrt{\frac{\varepsilon_0kT_e}{n_se^2}},\qquad c_B=\sqrt{\frac{kT_e}{M_i}} .
$$

Thus $\chi\ge0$ grows towards the wall. A prime means $d/d\xi$, and the electric field $-d\phi/dx=(kT_e/e\lambda_D)\chi'$ points towards the wall when $\chi'>0$. The ion speed $u$ is measured in units of the Bohm speed $c_B$.

The model has cold ions, no collisions or ionization in the sheath, and electrons in Boltzmann equilibrium, $n_e=n_se^{-\chi}$. The ions enter with $u=1$. This is the marginal case, and it makes the start of the integration delicate.

## The equation and its first integral

Ion energy conservation reads $u^2/2=1/2+\chi$, so $u=\sqrt{1+2\chi}$. The flux $n_iu$ is constant and equals $n_s$ in these units, hence $n_i=n_s(1+2\chi)^{-1/2}$. Poisson's equation is $d^2\phi/dx^2=-e(n_i-n_e)/\varepsilon_0$. Putting $\phi=-(kT_e/e)\chi$ reverses the sign, and the definition of $\lambda_D$ absorbs the constants:

$$
\chi''=S(\chi),\qquad S(\chi)=\frac1{\sqrt{1+2\chi}}-e^{-\chi}. \tag{1}
$$

Multiply by $\chi'$. The left side becomes $(\chi'^2/2)'$, and the right side is the derivative of $\sqrt{1+2\chi}+e^{-\chi}$. Both $\chi$ and $\chi'$ vanish deep in the plasma, which fixes the constant at $-2$:

$$
\tfrac12\chi'^2=V(\chi),\qquad V(\chi)=\sqrt{1+2\chi}+e^{-\chi}-2. \tag{2}
$$

To see what is special about $u=1$, let the ions enter with $u=M$. The same steps give

$$
V_M=M^2\left(\sqrt{1+\frac{2\chi}{M^2}}-1\right)+e^{-\chi}-1
=\frac12\left(1-\frac1{M^2}\right)\chi^2+O(\chi^3).
$$

The linear terms cancel because the edge is neutral. For $M<1$, $V_M$ is negative at small $\chi$, and no real field can grow out of a field-free edge. For $M>1$, $\chi'\approx\sqrt{1-1/M^2}\,\chi$, and the potential rises exponentially from the plasma. At $M=1$ the quadratic term vanishes and a cubic one takes over.

## Why zero data return zero

It is tempting to place the edge at $\xi=0$ and to start (1) with $\chi=\chi'=0$. Since $S(0)=0$, the function $\chi\equiv0$ satisfies these data. Since $S$ has a continuous derivative near zero, the solution is unique, so there is no other. Integrated numerically over 1000 Debye lengths, the zero start gives zero throughout.

Using (2) as a first-order equation does not help. At small $\chi$ it reads $\chi'\approx\sqrt{2/3}\,\chi^{3/2}$, whose right side also has a continuous derivative at zero. The distance needed to leave zero is $\int_0 d\chi/\sqrt{2V}$, and it diverges like $\chi^{-1/2}$ at the lower limit. The edge of the marginal sheath is therefore infinitely far from the wall.

The high-voltage limit behaves differently. For $\chi\gg1$, $V\approx\sqrt{2\chi}$ and $\chi'\approx2^{3/4}\chi^{1/4}$. If this law is extended down to $\chi=0$, it has the nonzero solution $\chi^{3/4}=\tfrac34\,2^{3/4}\xi$, because the slope of $\chi^{1/4}$ is infinite at zero. The approximation therefore allows, besides $\chi\equiv0$, a sheath that leaves zero at a finite position. The full equation does not.

The cure is to start at a small $\chi_0>0$, on the solution that comes from the plasma. Equation (2) supplies its field, and the root that rises towards the wall is

$$
\chi_0'=+\sqrt{2V(\chi_0)} . \tag{3}
$$

## Evaluating the starting field safely

Write $\sqrt{1+2\chi}=\sum a_n\chi^n$ and $e^{-\chi}=\sum b_n\chi^n$. The binomial and exponential series give

$$
a_n=\frac{3-2n}{n}\,a_{n-1},\qquad b_n=-\frac1n\,b_{n-1},\qquad a_0=b_0=1 .
$$

The first values are $a_n=1,\,1,\,-\tfrac12,\,\tfrac12,\,-\tfrac58,\,\tfrac78$ and $b_n=1,\,-1,\,\tfrac12,\,-\tfrac16,\,\tfrac1{24},\,-\tfrac1{120}$. With $c_n=a_n+b_n$, the constant terms cancel against $-2$, and $c_1=c_2=0$. What remains is

$$
V=\sum_{n\ge3}c_n\chi^n=\frac{\chi^3}{3}-\frac{7\chi^4}{12}+\frac{13\chi^5}{15}-\cdots,
\qquad S=\sum_{n\ge3}nc_n\chi^{n-1}=\chi^2-\cdots. \tag{4}
$$

The square root limits the radius of convergence to $1/2$.

In (2) numbers of order one are subtracted to leave $\chi^3/3$. Double precision has spacing $\epsilon_m\approx2.2\times10^{-16}$ near one, so the relative errors of the direct formulas are of order

$$
\frac{\delta V}{V}\sim\frac{3\epsilon_m}{\chi^3},\qquad \frac{\delta S}{S}\sim\frac{\epsilon_m}{\chi^2}.
$$

At $\chi=10^{-4}$ these estimates are $7\times10^{-4}$ and $2\times10^{-8}$. In 200 samples from $\chi$ to $1.2\chi$, the largest errors found there were $9.7\times10^{-4}$ and $2.0\times10^{-8}$. Near $10^{-5}$ the direct $V$ was zero or negative in about 4% of the samples, and near $10^{-6}$ in all of them. The square root in (3) then gives no field or no real number. The source keeps more digits, but it too deserves the series, since it is evaluated at every step.

The series is used below $\chi=0.2$, with powers of $V$ up to $n=40$. Its truncation error can be bounded. For $n\ge3$, $|a_n|$ increases while $|b_n|=1/n!$ decreases, and at $n=3$ their ratio is three. Hence $\tfrac23|a_n|\le|c_n|<|a_n|$, and the signs of $c_n$ alternate. Since $|a_{n+1}/a_n|=(2n-1)/(n+1)<2$, successive terms of (4) shrink by at least the factor $3\times0.2=0.6$. The error is then smaller than the first omitted term, which at $\chi=0.2$ obeys

$$
|c_{41}|\chi^{41}<|a_3|\,2^{38}\chi^{41}=\tfrac12(0.4)^{38}(0.2)^3\approx3\times10^{-18}.
$$

The first two terms of (4) bound $V(0.2)$ from below by $1.7\times10^{-3}$, so the truncation error of $V$ is below $2\times10^{-15}$ of $V$, and smaller still at lower $\chi$.

At 80 potentials between $10^{-8}$ and 5, comparison with 50-digit arithmetic gave largest relative errors of $8.2\times10^{-14}$ for $V$ and $4.7\times10^{-15}$ for $S$. The former occurs at $\chi=0.24$, where the direct formula is in use and $V\approx3\times10^{-3}$, and it is of the size of one rounding error. A finer grid just above the switch, where $V\approx2\times10^{-3}$, finds errors in $V$ up to $1.9\times10^{-13}$.

## The algorithm

1. Choose the wall potential $\chi_w$ and a start $0<\chi_0\ll1$.
2. Sum $V(\chi_0)$ from (4) and set the field by (3).
3. Integrate (1) as a system for $(\chi,\chi')$ with adaptive steps, using the series for $S$ below $0.2$ and the direct form above.
4. Stop where $\chi=\chi_w$, and measure distances back from that point.
5. Compare $\chi'^2/2$ with $V(\chi_w)$ at the wall.

The absolute error tolerance should be small compared with the starting data. At $\chi_0=10^{-4}$ the field is $8.16\times10^{-7}$, and an absolute tolerance of $10^{-6}$ leaves it uncontrolled: the marched length then changes by 0.002 to 0.007 Debye length, depending on the integrator. In the marches of (1) reported below, the absolute tolerances are $10^{-13}\chi_0$ for the potential and $10^{-13}\chi_0^{3/2}$ for the field, and the relative tolerance is $10^{-12}$.

Step 5 is a real check because the march uses (1), not (2). For $\chi_0=10^{-4}$ and $\chi_w=4.6192$ the relative mismatch at the wall was $3.6\times10^{-13}$. It does not by itself detect a poor start, since an error made at tiny $V$ is invisible beside $V(\chi_w)$. A second check is the distance covered. The march gave 248.281900 Debye lengths, and high-precision quadrature of $\int d\chi/\sqrt{2V}$ gave the same digits.

The direction of the march also matters. An error in the first integral stays constant along the solution. Towards the wall $V$ grows, and the error loses importance. Away from the wall $V$ falls as $\chi^3/3$, and a fixed error eventually exceeds it. The computed solution then either turns back or reaches $\chi=0$ with a finite field.

## How the result depends on the start

The length from $\chi_0$ to the wall is $L=\int_{\chi_0}^{\chi_w}d\chi/\sqrt{2V}$. From (4),

$$
2V=\tfrac23\chi^3\left(1-\tfrac74\chi+\cdots\right),\qquad
\frac1{\sqrt{2V}}=\sqrt{\tfrac32}\,\chi^{-3/2}\left(1+\tfrac78\chi+\cdots\right).
$$

Integrate the singular term separately. It gives $\sqrt{3/2}\cdot2\,(\chi_0^{-1/2}-\chi_w^{-1/2})$, and $2\sqrt{3/2}=\sqrt6$. The remainder can be integrated from zero, after which the piece from $0$ to $\chi_0$ is removed. To leading order that piece is $\sqrt{3/2}\,\tfrac78\cdot2\sqrt{\chi_0}$. Therefore

$$
L=\frac{\sqrt6}{\sqrt{\chi_0}}+C-\frac74\sqrt{\frac32}\sqrt{\chi_0}+O(\chi_0^{3/2}), \tag{5}
$$

$$
C=\int_0^{\chi_w}\left[\frac1{\sqrt{2V}}-\sqrt{\frac32}\,\chi^{-3/2}\right]d\chi-\sqrt{\frac6{\chi_w}} .
$$

For $\chi_w=4.6192$, quadrature gives $C=3.35436$. At $\chi_0=10^{-4}$ the three terms are $244.9490+3.3544-0.0214=248.2819$, as marched. Reducing $\chi_0$ to $10^{-6}$ raises $L$ to 2452.842, but the distance from $\chi=1$ to the wall is 3.723331 for each of the starts $10^{-3}$, $10^{-4}$, $10^{-5}$ and $10^{-6}$. The choice of $\chi_0$ decides how much tail is kept and leaves the profile alone. At distance $d$ from the wall, far out in the tail, (5) gives $\chi\approx6/(d-C)^2$.

Now let the starting field be wrong by a small relative amount $\varepsilon$. Then $\chi'^2$ exceeds $2V(\chi)$ by the constant $2V(\chi_0)[(1+\varepsilon)^2-1]\approx4\varepsilon V(\chi_0)$. Expanding $1/\chi'$ to first order gives

$$
\delta L=-2\varepsilon V(\chi_0)\int_{\chi_0}^{\chi_w}\frac{d\chi}{(2V)^{3/2}} .
$$

The integral is dominated by $\chi$ near $\chi_0$, so we may put $2V=\tfrac23\chi^3$ and let the upper limit go to infinity:

$$
\delta L\approx-\varepsilon\,\tfrac23\chi_0^3\left(\tfrac32\right)^{3/2}\frac27\chi_0^{-7/2}
=-\frac{\sqrt6}{7}\frac{\varepsilon}{\sqrt{\chi_0}} . \tag{6}
$$

The sign is physical: too strong a field reaches the wall sooner. For $\varepsilon=0.01$ and $\chi_0=10^{-4}$, (6) gives $-0.3499$, and half the difference between marches with fields 1% high and 1% low is $-0.3500$. Higher up, the relative field error falls as $\varepsilon(\chi_0/\chi)^3$ while $\chi$ is small. The damage is thus a displacement of the wall relative to the start.

Three imperfect starts can now be judged, all at $\chi_0=10^{-4}$.

- **Direct subtraction.** A relative error of $9.7\times10^{-4}$ in $V$ is half that in the field, and (6) gives a displacement of about 0.02 Debye length. This start is usable, but at $10^{-6}$ the method has broken down.
- **Leading term alone.** The field $\sqrt{2/3}\,\chi_0^{3/2}$ is too large by $\varepsilon=\tfrac78\chi_0$. Equation (6) gives $\delta L=-\tfrac{\sqrt6}{8}\sqrt{\chi_0}=-0.00306$, which the march reproduces. This error vanishes as $\chi_0\to0$.
- **Zero field.** The solution still rises, because $S(\chi_0)\approx\chi_0^2>0$, so this is not the trivial solution. The error is too large for (6). Instead $\chi'^2\approx\tfrac23(\chi^3-\chi_0^3)$.

For the last case put $\chi=\chi_0q$ and then $t=q^{-3}$:

$$
\sqrt{\frac{3}{2\chi_0}}\int_1^\infty\frac{dq}{\sqrt{q^3-1}}
=\sqrt{\frac{3}{2\chi_0}}\;\frac13\int_0^1t^{-5/6}(1-t)^{-1/2}dt
=\sqrt{\frac{3}{2\chi_0}}\;\frac{B(\frac16,\frac12)}3 ,
$$

where $B$ is the beta function. Subtracting the correct leading length $\sqrt6/\sqrt{\chi_0}$ leaves an excess of 52.499 Debye lengths; the march gives 52.508. This excess grows as $\chi_0^{-1/2}$, so a smaller start makes the absolute position worse.

## Example: a floating surface in a chlorine plasma

Take Cl$^+$ ions, $T_e=3$ eV and $n_s=5\times10^{10}$ cm$^{-3}$, rough values for a low-pressure inductive etcher. The Debye length is 57.6 µm and the Bohm speed $2.86\times10^5$ cm/s.

An unbiased, insulated surface draws no net current. With electron velocity $v$ in units of $\sqrt{kT_e/m_e}$, the electrons that can cross the barrier carry the flux

$$
\int_{\sqrt{2\chi_w}}^\infty\frac{v\,e^{-v^2/2}}{\sqrt{2\pi}}\,dv=\frac{e^{-\chi_w}}{\sqrt{2\pi}} .
$$

In the same units the ion flux is $\sqrt{m_e/M_i}$. Equating them gives $\chi_w=\tfrac12\ln(M_i/2\pi m_e)=4.619$, a drop of $3\times4.619=13.9$ V.

The march starts at $\chi_0=10^{-4}$, or 0.3 mV, and ends with $\chi'_w=1.555$. The field unit is $3\ \text{V}/(57.6\times10^{-4}\ \text{cm})=521$ V/cm, so the wall field is 810 V/cm. The ion current density $en_sc_B$ is 2.29 mA/cm$^2$. An ion arrives with its entry energy $\tfrac12kT_e=1.5$ eV plus the energy of the fall, 15.4 eV in all.

The marched length is 14.3 mm. It is not a sheath thickness: by (5) it mostly reflects the choice of $\chi_0$. The distance from $\chi=1$ to the wall, 0.214 mm, is a property of the solution.

## Where the real sheath departs from the model

**Ion collisions.** At 5 mTorr and 500 K, a rough cross-section of $10^{-14}$ cm$^2$ gives an ion mean free path $\lambda_i=10.4$ mm, shorter than the computed tail. Let $\delta=\lambda_D/\lambda_i=0.0056$, and add a drag to the ion momentum equation, $uu'=\chi'-\delta u^2$. Near the edge $u\approx1$, so with a suitable origin of $\xi$, $u^2\approx1+2\chi-2\delta\xi$. Expanding both densities,

$$
\chi''\approx\left[1-(\chi-\delta\xi)+\tfrac32\chi^2\right]-\left[1-\chi+\tfrac12\chi^2\right]=\chi^2+\delta\xi .
$$

The three terms balance when $\chi\sim\xi^{-2}$ and $\chi^2\sim\delta\xi$, which gives $\xi\sim\delta^{-1/5}$, $\chi\sim\delta^{2/5}$ and an edge field $\chi'\sim\delta^{3/5}$. Here $\delta^{2/5}=0.125$, or 0.38 V. Potentials below this scale belong to the transition into the presheath, where the collisionless tail is not a physical profile.

Integrating the drag model from the quasineutral presheath, with the ion flux and $\chi_w$ held fixed, gives these distances to the wall:

| $\chi$ | no drag (mm) | with drag (mm) |
|---|---:|---:|
| 1 | 0.214 | 0.207 |
| 0.1 | 0.600 | 0.459 |
| 0.01 | 1.591 | 0.553 |
| 0 | infinite | 0.567 |

Above $\chi=1$ the correction is 3.5% of the collisionless distance; at $\chi=0.01$ it is 65%. The field at $\chi=0$ becomes 21 V/cm instead of zero. Between $\delta=10^{-5}$ and $10^{-6}$ this field follows the power 0.599, close to the derived $3/5$. The directed impact energy falls to 14.8 eV. Ionization, which also drives a real presheath, is left out of this drag model; at a rate that balances the wall losses of a 10 cm gap it raises the edge field by about 6% and shortens the distance from $\chi=0$ by about 2%.

**Negative ions.** The model leaves these out, but chlorine attaches electrons and so forms them. Let $\alpha=n_-/n_e$ at the edge and $\gamma=T_e/T_-$, with Boltzmann negative ions at temperature $T_-$. At the marginal edge the positive-ion density must fall with $\chi$ at the same rate as the total negative density: $(1+\alpha)/u^2=1+\gamma\alpha$. Hence

$$
u^2=\frac{1+\alpha}{1+\gamma\alpha} .
$$

In the simplest presheath model, every ion starts at rest in the core and falls without collisions through a drop $\psi$ (in units of $kT_e/e$), so that $u^2=2\psi$, and $\alpha=\alpha_{\rm core}e^{-(\gamma-1)\psi}$. Quasineutrality first breaks down at the smallest $\psi$ that satisfies these relations. Take $T_-=0.05$ eV, so $\gamma=60$. With $\alpha_{\rm core}=0.5$, the negative ions are expelled before the edge, and the entry speed is $1.000\,c_B$. With $\alpha_{\rm core}=3$, the breakdown comes at $\alpha=1.25$ and $u=0.172$. These values depend on the presheath model: a plane collisionless fluid presheath fed by ionization gives $\alpha=0.59$ and $u=0.21$, and moves the onset of this early breakdown from $\alpha_{\rm core}\approx2.1$ to just under 3. This point satisfies the marginal condition, but it is not the edge of a simple wall sheath. With $\chi$ measured from it and zero field there, the first integral is

$$
(1+\alpha)u^2\left(\sqrt{1+\frac{2\chi}{u^2}}-1\right)+e^{-\chi}-1+\frac{\alpha}{\gamma}\left(e^{-\gamma\chi}-1\right),
$$

which at $\chi=0.2$ is $0.187-0.181-0.021=-0.015$. It falls further, to $-0.19$ near $\chi=1.5$. Half the squared field cannot be negative, so in the cold-ion model no monotonic potential connects this point to the floating wall unless the entering field makes up this deficit. The failure is confined to a window of parameters: for $\alpha_{\rm core}=10$ at $\gamma=60$, or $\alpha_{\rm core}=3$ at $\gamma=15$, the first integral stays non-negative up to the wall. That model is outside its range here: the directed ion energy at this point is $\tfrac12u^2kT_e=0.044$ eV, less than an ion temperature of 0.05 eV, so ion pressure cannot be neglected. Deciding whether a real plasma has such a sheath needs a model with warm ions. For this strongly electronegative core, the sheath, current and wall potential found above cannot be assumed.

**Smaller corrections.** Electrons fast enough to reach the wall are absorbed and do not return. Removing them, with the edge density and $\chi_w$ fixed, raises the wall field by 0.3%. It also adds a linear term $1.3\times10^{-3}\chi$ to the source, so entry at $u=1$ is no longer marginal and the tail below $\chi\sim10^{-3}$ becomes exponential. An ion temperature of 0.05 eV, entered through the factor $\sqrt{1+3T_i/T_e}$ for ions compressed adiabatically in one dimension, raises the Bohm speed by 2.5%. If the ions are Cl$_2^+$, the doubled mass adds $\tfrac12\ln2\times3=1.0$ V to the wall drop.

The example is an unbiased surface. If a wafer is driven by a radio-frequency bias, the voltage is set by the supply and can far exceed the 13.9 V found here, and a static sheath no longer describes the time-dependent field. Secondary emission and non-Maxwellian electrons, also left out, would change the floating potential. The remaining computed values are in the numerical output.

## Computed values

```
series coefficients c3, c4, c5: 1/3, -7/12, 13/15
worst relative error, safe V: 8.2e-14, safe S: 4.7e-15
direct near chi=1e-04: max rel err V 9.7e-04, S 2.0e-08, V<=0 in 0.0 %
direct near chi=1e-05: max rel err V 1.0e+00, S 1.9e-06, V<=0 in 4.0 %
direct near chi=1e-06: max rel err V 6.0e+02, S 2.1e-04, V<=0 in 100.0 %
largest |chi|,|chi'| from zero data: 0.0
Te 3.0 eV, edge density 5.0e+10 cm^-3
ion mass 35.45 u, Ti 0.05 eV, gas 500 K
pressure 5.0 mTorr, cross-section 1e-14 cm^2
Debye length: 57.58 um
Bohm speed: 2.857e+05 cm/s
wall chi: 4.6192; wall drop: 13.86 V
start chi0: 1e-04; V(chi0): 3.332750e-13
start field chi0': 8.164251e-07; 4.253e-04 V/cm
marched length: 248.281900 Debye lengths
quadrature length: 248.281900 Debye lengths
first-integral relative drift at wall: 3.6e-13
offset C in length law: 3.35436 Debye lengths
chi0=1e-03: length 80.7463, chi=1 to wall 3.723331 Debye
chi0=1e-04: length 248.2819, chi=1 to wall 3.723331 Debye
chi0=1e-05: length 777.9443, chi=1 to wall 3.723331 Debye
chi0=1e-06: length 2452.8420, chi=1 to wall 3.723331 Debye
wall shift, +1% field: -0.3500; law -0.3499 Debye
wall shift, leading-term field: -0.00306 Debye
wall shift, zero field: 52.508; law 52.499 Debye
wall field: 1.5554; 810.3 V/cm
ion current density: 2.289 mA/cm^2
impact energy without drag: 15.36 eV
chi0 to wall: 14297 um
chi=0.01 to wall: 1591.3 um; with drag 552.7 um
chi=0.1 to wall: 600.4 um; with drag 458.6 um
chi=1.0 to wall: 214.4 um; with drag 206.9 um
chi=0 to wall with drag: 566.5 um
ion mean free path: 10356 um
delta: 0.00556; delta^(2/5): 0.1253
transition potential scale: 0.376 V
edge field with drag: 21.04 V/cm
fitted power of delta in edge field: 0.5989
directed impact energy with drag: 14.82 eV
wall field rise from electron absorption: 0.29 %
Bohm speed rise from ion temperature: 2.47 %
extra wall drop if ions are Cl2+: 1.04 V
core n-/ne=0.5: edge speed 1.000 Bohm, edge n-/ne 7.7e-14
core n-/ne=3: edge speed 0.172 Bohm, edge n-/ne 1.25
```
